\section*{Trapping of oxygen molecules on platinum in the Baule collision model}

\section*{Problem}

An oxygen molecule O$_2$ approaches a platinum surface along the surface normal with kinetic energy $E$ far away. Near the surface it is attracted by a potential well of depth $W=0.10$ eV. At the bottom of the well it strikes one platinum atom head-on. The atom is initially at rest and free to recoil, the impact is elastic, and the molecule is treated as a single particle without internal motion. The well belongs to the surface as a whole and stays in place when the struck atom recoils. The masses are $m=31.998$ amu for O$_2$ and $M=195.084$ amu for Pt.

\begin{enumerate}
\item[(a)] Derive the energy that the molecule gives to the atom (the Baule formula, with the well included).
\item[(b)] Find the incident energy $E_c$ above which one impact no longer traps the molecule. Evaluate it, and check the energy balance on both sides of it.
\item[(c)] Explain why the well must not travel with the struck atom.
\item[(d)] Estimate how the answer changes if the platinum atom is warm, if it is bound to the lattice, or if the molecule arrives tilted and can rotate.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Energy lost in the impact}

The algebra is in atomic units, and numerical energies are in eV. Velocities are positive towards the surface. The zero of energy is the molecule at rest far away, so a molecule at the bottom of the well has potential energy $-W$.

The static well does no net work on the platinum atom. Energy conservation for the molecule on its way in gives its speed $v$ just before impact:
\begin{equation}
\tfrac12 mv^2=E+W .
\label{eq:fall}
\end{equation}
Let $v'$ and $V'$ be the velocities of molecule and atom just after impact. The well is taken as flat where the impact happens, so it exerts no force there, and momentum and kinetic energy are conserved:
\begin{align}
mv&=mv'+MV', \label{eq:mom}\\
\tfrac12 mv^2&=\tfrac12 mv'^2+\tfrac12 MV'^2 .
\label{eq:en}
\end{align}
Write these as $m(v-v')=MV'$ and $m(v-v')(v+v')=MV'^2$. An impact has taken place, so $V'\neq0$, and dividing the second equation by the first gives $v+v'=V'$. Insert this in Eq.~\eqref{eq:mom} and define $\mu=m/M$:
\begin{equation}
\mu(v-v')=v+v'
\quad\Rightarrow\quad
v'=-\frac{1-\mu}{1+\mu}\,v,\qquad
V'=v+v'=\frac{2\mu}{1+\mu}\,v .
\label{eq:after}
\end{equation}
For $\mu<1$ the velocity $v'$ is negative, so the molecule moves back out. The energy it has lost is the kinetic energy of the atom:
\begin{equation}
\Delta=\tfrac12MV'^2
=\tfrac12 mv^2\,\frac{M}{m}\,\frac{4\mu^2}{(1+\mu)^2}
=\alpha\,(E+W),\qquad
\alpha=\frac{4\mu}{(1+\mu)^2}.
\label{eq:baule}
\end{equation}
This is the Baule formula. The loss is a fraction of $E+W$, not of $E$, because the molecule has been accelerated by the well before it strikes.

\subsection*{(b) The limit of trapping}

After the impact the total energy of the molecule, including its potential energy, is
\begin{equation}
E'=E-\Delta=(1-\alpha)E-\alpha W .
\label{eq:final}
\end{equation}
It can reach infinity only if $E'\ge0$. If $E'<0$ it turns round inside the well and is trapped. Since
\begin{equation}
1-\alpha=\frac{(1+\mu)^2-4\mu}{(1+\mu)^2}
=\frac{(1-\mu)^2}{(1+\mu)^2}>0 ,
\end{equation}
$E'$ rises steadily with $E$ and changes sign once. Setting $E'=0$ gives
\begin{equation}
E_c=\frac{\alpha}{1-\alpha}\,W=\frac{4\mu}{(1-\mu)^2}\,W .
\label{eq:cut}
\end{equation}
Molecules with $E<E_c$ are trapped and those with $E>E_c$ escape. At $E=E_c$ the molecule just reaches infinity with zero speed.

For O$_2$ on Pt,
\begin{align}
\mu&=\frac{31.998}{195.084}=0.1640,\qquad
\alpha=\frac{4(0.1640)}{(1.1640)^2}=0.484,\\
E_c&=\frac{4(0.1640)}{(0.8360)^2}\,(0.10\ \text{eV})
=0.939\times0.10\ \text{eV}=0.094\ \text{eV}.
\end{align}
Trapping therefore ceases above about 0.094 eV, or 9.1 kJ/mol. A molecule with this energy has a speed of about 750 m/s before it enters the well.

The energy balance confirms the change of sign. At $E=0.05$ eV the loss is $0.484\times0.15=0.073$ eV, more than the molecule brought in, and $E'=-0.023$ eV. At 0.09 eV the loss is 0.092 eV and $E'=-0.002$ eV. At 0.10 eV the loss is 0.097 eV and $E'=+0.003$ eV. At 0.20 eV the loss has grown to 0.145 eV, but $E'=+0.055$ eV. Faster molecules lose more energy, yet they escape, because the loss grows by only 0.484 eV for each eV of incident energy.

Three limits show what controls the result.
\begin{itemize}
\item For $W\to0$, $E_c\to0$. Without a well the molecule keeps the positive energy $(1-\alpha)E$ and cannot be trapped.
\item For $\mu\to0$, $E_c\simeq4\mu W\to0$. A very heavy target takes up momentum but hardly any energy. A single oxygen atom, with half the mass of O$_2$, would have $\mu=0.082$ and $E_c=0.39\,W$, so the molecular mass matters here.
\item For $\mu\to1$, $E_c\to\infty$. Equal masses exchange velocities, and the molecule is left at rest at the bottom of the well. For $\mu>1$ it would continue inward after the impact, and Eq.~\eqref{eq:cut} would no longer describe a single reflection.
\end{itemize}

The result can be tested without the collision formula by integrating Newton's equations. Let $z$ be the height of the molecule and $u$ the displacement of the atom, both positive outward. The static well is $-W/\{1+\exp[(z-6\,\text{\AA})/0.2\,\text{\AA}]\}$ and the repulsion is $(1\ \text{eV})\exp[-(z-u)/b]$ with $b=0.25$ \AA. The boundary between capture and escape, found by bisection, lies at 0.0939 eV, in agreement with Eq.~\eqref{eq:cut}. For a different case, O$_2$ on a free copper atom ($\mu=0.5035$) with $W=0.05$ eV, formula and integration both give 0.409 eV. The repulsion is soft in these calculations. For a free atom this does not matter, because the conservation laws fix the final velocities whatever the duration of the impact, provided that the well is flat where the repulsion acts.

\subsection*{(c) Why the well belongs to the surface}

Suppose instead that the attraction came from the struck atom alone and moved with it. Molecule and atom would then form an isolated pair with a potential $U(s)$ that depends on their separation $s$. With the relative velocity $\dot s$ and the reduced mass $m_r=mM/(m+M)$, the relative energy
\begin{equation}
E_{\rm rel}=\tfrac12m_r\dot s^2+U(s)
\end{equation}
is conserved. Far apart, $U=0$ and the atom is at rest, so
\begin{equation}
E_{\rm rel}=\tfrac12 m_r v_\infty^2=\frac{m_r}{m}\,E=\frac{E}{1+\mu}>0 ,
\end{equation}
where $v_\infty$ is the incident speed. A bound pair needs $E_{\rm rel}<0$. The pair therefore separates again at every incident energy.

With the static well, the recoiling atom carries energy away while the well stays behind to hold the molecule. Integrated trajectories at 0.01, 0.03 and 0.08 eV show the difference: all three molecules are captured when the well is fixed, and all three escape when the same well is attached to the free atom. In a real solid the attraction comes from many atoms and from the metal's electrons, which is why a fixed well is the better idealization.

\subsection*{(d) Effects left out of the simple model}

\paragraph{Thermal motion of the platinum atom.}
Let the atom have velocity $V$ before impact, again positive inward. The centre of mass moves with velocity $(\mu v+V)/(1+\mu)$, and an elastic head-on impact reverses the molecule's velocity relative to it. Hence
\begin{equation}
v'=\frac{2(\mu v+V)}{1+\mu}-v=\frac{2V-(1-\mu)v}{1+\mu}.
\end{equation}
Escape needs an outward speed $-v'$ greater than $v_W=\sqrt{2W/m}$. This means $V<V_*$, with
\begin{equation}
V_*=\tfrac12\left[(1-\mu)v-(1+\mu)v_W\right].
\label{eq:vstar}
\end{equation}
At $E=E_c$ the bracket vanishes, so $V_*=0$: atoms moving outward eject the molecule and atoms moving inward trap it. In classical equilibrium $V$ has a Gaussian distribution $f(V)$ with variance $\sigma^2=kT/M$. Impacts occur at a rate proportional to the relative speed $v-V$, so the trapping probability is
\begin{equation}
P(E)=\frac{\int_{V_*}^{v}(v-V)f(V)\,dV}
{\int_{-\infty}^{v}(v-V)f(V)\,dV}.
\end{equation}
At 300 K, with $W$ unchanged and the atom still free, $P$ is 0.64 at 0.05 eV, 0.46 at 0.094 eV, 0.26 at 0.15 eV and 0.14 at 0.20 eV. The sharp step has become a gradual fall.

The value at $E_c$ is slightly below one half, and the reason can be derived. Since $\sigma\ll v$, the upper limits may be replaced by infinity. The denominator is then $v$, and the numerator, with $V_*=0$, is $v/2-\sigma/\sqrt{2\pi}$. Therefore
\begin{equation}
P(E_c)\simeq\frac12-\frac{1}{\sqrt{2\pi}}\frac{\sigma}{v},\qquad
\frac{\sigma}{v}=\sqrt{\frac{\mu kT}{2(E_c+W)}} .
\end{equation}
With $kT=0.0259$ eV, $\sigma/v=0.105$ and $P(E_c)=0.50-0.04=0.46$. Atoms moving towards the molecule are struck more often, and these are the ones that eject it.

\paragraph{Binding to the lattice.}
A real platinum atom is held by its neighbours. Represent them by a spring of angular frequency $\omega$, and let $F(t)$ be the force of the molecule on the atom. With displacement $x$ and velocity $\dot x$, the combination $a=\dot x+i\omega x$ obeys $\dot a=i\omega a+F/M$. For an atom initially at rest, the energy it has received after the impact is
\begin{equation}
\tfrac12M|a|^2=\frac{1}{2M}\left|\int F(t)\,e^{-i\omega t}\,dt\right|^2
\le\frac{1}{2M}\left(\int F(t)\,dt\right)^2 ,
\end{equation}
where the last step uses $F\ge0$. The right-hand side is the energy that a free atom would receive from the same force. The spring also changes $F(t)$ itself, so this comparison is only a guide, and the net effect is found by integration below. For a given force, the spring reduces the transfer unless the impact is short compared with $1/\omega$.

Here it is not short. Take a rough vibrational quantum $\hbar\omega=12$ meV and the repulsion range $b=0.25$ \AA. At $E=E_c$ the impact speed is $752\sqrt{0.194/0.094}\approx1080$ m/s, and the contact time is of order $2b/v\approx0.05$ ps. This gives $\omega(2b/v)\approx0.8$. Integrating the motion with this spring, a cold atom and the same potentials as in part (b) moves the cutoff from 0.094 eV down to 0.030 eV. Only the spring was added, so the shift is due to it. The size of the shift depends strongly on the two rough inputs. With $b=0.25$ \AA\ the cutoff is 0.060 eV for 8 meV and 0.012 eV for 16 meV, and with 12 meV it is 0.047 eV for $b=0.20$ \AA\ and 0.017 eV for $b=0.30$ \AA. The spring is also tied to a fixed point, whereas in a crystal the neighbours move and can take up energy too. The value 0.030 eV therefore belongs to this spring model and is not an estimate for a real platinum lattice.

\paragraph{Rotation of the molecule.}
Now let O$_2$ be a rigid dumbbell with atoms at distance $h$ from its centre, so that its moment of inertia is $I=mh^2$. Its axis is tilted by $\chi$ from the surface normal, it does not rotate initially, and its lower atom strikes a free, cold Pt atom with an impulse $J$ along the normal. The lever arm is $h\sin\chi$. After the impact the centre has velocity $v'=v-J/m$, the Pt atom has $V'=J/M$, and the angular speed is $Jh\sin\chi/I=J\sin\chi/(mh)$. The struck oxygen atom then has normal velocity
\begin{equation}
v_1'=v-\frac Jm\left(1+\sin^2\chi\right),
\end{equation}
because the rotation carries it outward.

The work done by an impulse is $J$ times the mean of the initial and final velocities at the point where it acts. The molecule loses $J(v+v_1')/2$ and the Pt atom gains $JV'/2$. For an elastic impact these are equal, so $V'=v+v_1'$:
\begin{equation}
\frac JM=2v-\frac Jm(1+\sin^2\chi)
\quad\Rightarrow\quad
\frac{J}{mv}=\frac{2}{1+\sin^2\chi+\mu}.
\end{equation}
With $r=v'/v$ this gives
\begin{equation}
r=1-\frac{2}{1+\sin^2\chi+\mu} .
\end{equation}
The well is taken to act on the centre of the molecule, so it exerts no torque and leaves the rotational energy unchanged on the way out. As long as $r<0$ and the second oxygen atom does not strike the surface on the way out, the centre of the molecule escapes if $\tfrac12mv'^2=r^2(E+W)$ exceeds $W$. The cutoff for its return to the surface is therefore
\begin{equation}
E_c(\chi)=W\left(\frac1{r^2}-1\right).
\label{eq:tilt}
\end{equation}
For $\chi=0$, $r=-(1-\mu)/(1+\mu)$ and Eq.~\eqref{eq:cut} is recovered. For an instantaneous impact, tilts of $10^\circ$, $20^\circ$ and $30^\circ$ give 0.12, 0.22 and 0.48 eV. Integrating the rotor's motion at these energies, with a rough bond length of 1.21 \AA\ and a very steep repulsion of range 0.005 \AA, confirms the values of $r$ to within 0.01. At $30^\circ$ a change of 0.01 in $r$ still moves the cutoff by about 0.03 eV, and with this steep repulsion the cutoff there is 0.50 eV rather than 0.48 eV. In these calculations the second oxygen atom does not reach the surface while the molecule moves away. A softer repulsion, such as the range of 0.25 \AA\ used in part (b), lets the molecule turn while it is still in contact, so these cutoffs do not carry over to it. With that range they are about 0.18, 0.39 and 0.39 eV for the same three tilts, and 0.16 eV at $45^\circ$. They remain above 0.094 eV, but they no longer rise steadily with the tilt.

At $30^\circ$, $r=-0.414$ and $J/(mv)=1.414$. The kinetic energy before impact is divided as follows: $r^2=0.17$ remains in translation, $(1.414\sin30^\circ)^2=0.50$ goes into rotation, and $\mu(1.414)^2=0.33$ goes to the platinum atom. The molecule as a whole has lost less than the 0.484 of an upright impact. Its total energy, rotation included, is negative only if $E<0.33(E+W)$, that is, below about 0.05 eV. Between 0.05 and 0.48 eV it returns to the surface while its total energy is still high enough for it to leave. A later impact may turn the rotational energy back into outward motion, or may take away so much energy that the molecule stays. At such moderate tilts, rotation thus makes a first return more likely but does not by itself secure lasting capture.

\paragraph{Wave nature.}
At $E=E_c$ the de Broglie wavelength at impact is 0.115 \AA, below the repulsion range of 0.25 \AA, which supports a classical path for the molecule. The lattice is less classical. At the spring-model cutoff the energy lost equals $E_c=0.030$ eV, only about 2.5 quanta of 12 meV, so a quantum treatment would give a spread of losses there.

\subsection*{The model beside real platinum}

The depth of 0.10 eV is a round value, of the rough size expected for weak physical adsorption of O$_2$ on a metal. In this model $E_c$ is proportional to $W$, so an error of 0.01 eV in the depth shifts the cutoff by 0.009 eV.

For a thermal gas, the rate of arrival with normal speed $v_n$ is proportional to $v_n\exp(-mv_n^2/2kT)\,dv_n$. With $E_n=mv_n^2/2$ and $dE_n=mv_n\,dv_n$, the normal energies of arriving molecules are distributed as $\exp(-E_n/kT)/kT$. The share above the cutoff is $\exp(-E_c/kT)=\exp(-3.631)=0.026$ at 300 K. If the surface is smooth enough to leave the parallel velocity unchanged, the simple model with cold, free Pt atoms would trap the other 97\%. This is not a prediction for a platinum surface at 300 K, since thermal motion, and binding as represented by the fixed spring, each let some of the molecules below 0.094 eV escape after one impact.

Real platinum also binds O$_2$ more strongly in chemisorbed states and can dissociate it. A molecule that crosses into such a state is no longer described by a well of 0.10 eV, and it may stick at energies well above 0.094 eV. Free O$_2$ is a spin triplet, and its spin state changes as it bonds to the metal. The Baule formula contains masses and a well depth but no spin, so it says nothing about the probability of that step. Off-centre impacts and electronic excitation of the metal are also left out. The well used in the integrations is flat out to about 6 \AA, whereas a real adsorption well still pulls on the molecule at the turning point, so that Eq.~\eqref{eq:mom} is then only approximate; the size of this effect has not been calculated here.

The value 0.094 eV is thus the cutoff for a structureless molecule and a cold, free atom. Taken one at a time, tying the atom to a fixed spring lowers it (to about 0.03 eV for the rough inputs used here), a tilt of $30^\circ$ raises the limit for a first return to about 0.5 eV if the impact is instantaneous, and thermal motion replaces the step by a slope. Their combined effect has not been calculated here. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
O2 mass: 31.998 amu
Pt mass: 195.084 amu
Well depth W: 0.10 eV
Mass ratio mu: 0.1640
Baule loss fraction alpha: 0.4842
Ratio E_c/W: 0.9388
Cutoff E_c, formula: 0.0939 eV
Cutoff E_c, integrated motion: 0.0939 eV
Cutoff E_c converted: 9.06 kJ/mol
O2 speed far away at E_c: 752 m/s
E = 0.05 eV: loss 0.0726 eV, energy after impact -0.0226 eV
E = 0.09 eV: loss 0.0920 eV, energy after impact -0.0020 eV
E = 0.10 eV: loss 0.0968 eV, energy after impact +0.0032 eV
E = 0.20 eV: loss 0.1453 eV, energy after impact +0.0547 eV
Integrated outgoing energy at E = 0.20 eV: 0.0547 eV
Second case, O2 on free Cu, W = 0.05 eV: mu 0.5035
  cutoff formula 0.4086 eV, integrated 0.4086 eV
Gas and surface temperature: 300 K
Thermal energy kT: 0.0259 eV
Share of arriving gas with normal energy > E_c: 0.0265
Warm free Pt, E = 0.050 eV: trapping probability 0.643
Warm free Pt, E = 0.094 eV: trapping probability 0.458
Warm free Pt, E = 0.150 eV: trapping probability 0.262
Warm free Pt, E = 0.200 eV: trapping probability 0.144
Spring quantum (rough): 12 meV
Repulsion range (rough): 0.25 angstrom
Cutoff with Pt on spring, cold: 0.030 eV
O2 bond length (rough): 1.21 angstrom
Tilt 10 deg: v'/v -0.675, cutoff 0.120 eV, second atom stays above 1.20 angstrom
Tilt 20 deg: v'/v -0.561, cutoff 0.217 eV, second atom stays above 1.14 angstrom
Tilt 30 deg: v'/v -0.414, cutoff 0.482 eV, second atom stays above 0.72 angstrom
de Broglie wavelength at impact, E = E_c: 0.115 angstrom
\end{verbatim}
